# Vanishing Total Force in LAPW and the Origin of Drift Forces, part 1

(Sections cited here and not found follow in the second part.)

**Result.** The LAPW total energy does not change when all atoms and their spheres are shifted by a common vector \(\mathbf t\), provided every integral is done exactly. This holds for any angular cut-off \(L=l_{\max}\) and any plane-wave cut-off. The exact forces \(\mathbf F_a=-dE/d\mathbf R_a\) therefore sum to zero. With exact integrals, a drift force \(\mathbf D\), the sum of the computed forces, is minus the sum of the terms that the force formula omits. For a fixed continuous potential \(V\), omitting the surface term of a valence state, and cutting the core correction at the sphere, give

\[ \mathbf D_{\rm val}=f\sum_a\oint_a[h]\,\mathbf n\,dS,\qquad \mathbf D_{\rm core}=\sum_a\int_{|\mathbf r-\mathbf R_a|>R}\rho_c^a\,\nabla V\,d^3r . \tag{1} \]

Here \(f\) is the occupation, \(h=\tfrac12|\nabla\psi|^2+(V-\varepsilon)|\psi|^2\), \(\mathbf n\) is the outward normal of sphere \(a\), \([X]=X_{\rm MT}-X_{\rm I}\) is the jump from the interstitial to the sphere side, and \(\rho_c^a\) is the core density of atom \(a\). In the self-consistent Kohn–Sham case the surface integrand \(fh\) is replaced by the function \(w\) of (19), or by \(w-\rho_cv_{xc}\) if the core correction is written with \(\nabla V\) as here; \(\rho_c=\sum_a\rho_c^a\). Hartree atomic units are used.

**Basis and energy.** The cell of volume \(\Omega\) holds non-overlapping spheres of radius \(R\) at \(\mathbf R_a\); the rest is the interstitial I. With \(\mathbf K=\mathbf k+\mathbf G\), \(|\mathbf K|<K_{\max}\),

\[ \varphi_{\mathbf G}=\begin{cases}\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}&\mathbf r\in{\rm I}\\ e^{i\mathbf K\cdot\mathbf R_a}\,g^a_{\mathbf G}(\mathbf r-\mathbf R_a)&\mathbf r\in a.\end{cases} \tag{2} \]

The function \(g^a_{\mathbf G}\) is a sum over \(l\le L\) of \((A\,u_l+B\,\dot u_l)Y_{lm}\). Writing \(e^{i\mathbf K\cdot\mathbf r}=e^{i\mathbf K\cdot\mathbf R_a}e^{i\mathbf K\cdot(\mathbf r-\mathbf R_a)}\) and matching value and slope of each partial wave of the second factor at \(R\) puts the position into the phase in (2). The coefficients \(A,B\) then depend on \(\mathbf K\) and on the radial functions, not on \(\mathbf R_a\). Partial waves with \(l>L\) are absent inside, so \(\varphi_{\mathbf G}\) and its gradient jump at the surface. Let \(\int'\) denote the sum of the integrals over the spheres and over I, each taken up to the boundary from its own side. Then

\[ H_{\mathbf{GG}'}=\int'\big(\tfrac12\nabla\varphi_{\mathbf G}^*\cdot\nabla\varphi_{\mathbf G'}+V\varphi_{\mathbf G}^*\varphi_{\mathbf G'}\big),\qquad S_{\mathbf{GG}'}=\int'\varphi_{\mathbf G}^*\varphi_{\mathbf G'} . \tag{3} \]

This is a definition. The gradient of a discontinuous function contains a surface delta function, which (3) leaves out, so at finite \(L\) the eigenvalue of \(Hc=\varepsilon Sc\) need not be an upper bound to the true level. The potential is first taken as a fixed continuous superposition \(V=\sum_a v_a(\mathbf r-\mathbf R_a)\), each \(v_a\) summed over the lattice; the Kohn–Sham case follows.

**Rigid translation.** Shift every \(\mathbf R_a\) by \(\mathbf t\); in the arguments of (4)–(6), \(R\) stands for the set of all positions, not the sphere radius. Then \(V(\mathbf r)\to V(\mathbf r-\mathbf t)\), and the spherical potential about each atom, which fixes \(u_l\), is unchanged. In I, \(e^{i\mathbf K\cdot\mathbf r}=e^{i\mathbf K\cdot\mathbf t}e^{i\mathbf K\cdot(\mathbf r-\mathbf t)}\). In sphere \(a\) the phase becomes \(e^{i\mathbf K\cdot\mathbf t}e^{i\mathbf K\cdot\mathbf R_a}\) and the argument of \(g\) becomes \((\mathbf r-\mathbf t)-\mathbf R_a\). In both regions

\[ \varphi_{\mathbf G}(\mathbf r;R+\mathbf t)=e^{i\mathbf K\cdot\mathbf t}\varphi_{\mathbf G}(\mathbf r-\mathbf t;R). \tag{4} \]

Insert (4) in (3) and substitute \(\mathbf r'=\mathbf r-\mathbf t\). The shifted regions map onto the old ones, and the shift of the cell boundary is harmless because the integrands are lattice periodic. The phases combine to \(e^{-i\mathbf K\cdot\mathbf t}e^{i\mathbf K'\cdot\mathbf t}\):

\[ H_{\mathbf{GG}'}(R+\mathbf t)=e^{-i(\mathbf G-\mathbf G')\cdot\mathbf t}H_{\mathbf{GG}'}(R), \tag{5} \]

and the same for \(S\). This is a unitary transformation with a diagonal matrix, so \(\varepsilon\) is unchanged and \(c_{\mathbf G}\to e^{-i\mathbf K\cdot\mathbf t}c_{\mathbf G}\). By (4) the state is then \(\psi(\mathbf r-\mathbf t)\). A Kohn–Sham energy built from exact integrals of the translated states and densities is unchanged by the same substitution, so the translated solution is again self-consistent. The chain rule gives

\[ \sum_a\mathbf F_a=-\sum_a\frac{dE}{d\mathbf R_a}=-\frac{d}{d\mathbf t}E(R+\mathbf t)\Big|_{\mathbf t=0}=0 . \tag{6} \]

The value of \(L\) was not used. The proof needs a set of \(\mathbf G\) that does not depend on the positions, a rule for radial and core functions that refers to relative positions, and integrals that permit the substitution.

**The force on one atom.** Take a non-degenerate state with fixed occupation, \(\psi=\sum c_{\mathbf G}\varphi_{\mathbf G}\), \(c^\dagger Sc=1\). Differentiating \(c^\dagger(H-\varepsilon S)c=0\), the terms with \(dc\) vanish because \((H-\varepsilon S)c=0\) and the matrices are Hermitian, which leaves

\[ d\varepsilon=c^\dagger(dH-\varepsilon\,dS)c . \tag{7} \]

By (3), \(c^\dagger(H-\varepsilon S)c=\int'h\), so (7) is the derivative of \(\int'h\) at fixed \(c\) and \(\varepsilon\). Moving atom \(a\) changes three things. The potential changes by \(\partial_aV=-\nabla v_a\), where \(\partial_a=\partial/\partial\mathbf R_a\). The state changes inside sphere \(a\): with frozen radial functions, (2) gives

\[ \partial_a\psi=\boldsymbol\chi-\nabla\psi,\qquad \boldsymbol\chi=\sum_{\mathbf G}i\mathbf K\,c_{\mathbf G}\varphi_{\mathbf G}, \tag{8} \]

while \(\partial_a\psi=0\) elsewhere. The boundary moves: a displacement \(d\mathbf R_a\) adds the layer \(\mathbf n\cdot d\mathbf R_a\,dS\) to the sphere and removes it from I, which changes \(\int'h\) by \(\oint(h_{\rm MT}-h_{\rm I})\mathbf n\,dS\cdot d\mathbf R_a\). With \(B(\eta)=2\,{\rm Re}\{\tfrac12\nabla\psi^*\cdot\nabla\eta+(V-\varepsilon)\psi^*\eta\}\), applied to each Cartesian component of a vector \(\eta\), the force \(-f\,d\varepsilon/d\mathbf R_a\) is

\[ \mathbf F_a=\underbrace{f\!\int'\!|\psi|^2\nabla v_a}_{\rm HF}\;\underbrace{-f\!\int_aB(\boldsymbol\chi-\nabla\psi)}_{\rm Pulay}\;\underbrace{-f\!\oint_a[h]\,\mathbf n\,dS}_{\rm surface}. \tag{9} \]

If the radial functions depend on the geometry through parameters \(p\), such as the energy parameters \(E_l\) or the spherical potential, (9) misses \(-f\sum_p(\partial\varepsilon/\partial p)\,dp/d\mathbf R_a\). Each \(p\) is invariant under the rigid shift, so \(\sum_adp/d\mathbf R_a=0\). The missing term falsifies individual forces and contributes nothing to the drift.

The product rule gives \(\nabla h=B(\nabla\psi)+|\psi|^2\nabla V\) within each region. Gauss's theorem in the sphere then yields

\[ \int_aB(\nabla\psi)=\oint_ah_{\rm MT}\mathbf n\,dS-\int_a|\psi|^2\nabla V . \tag{10} \]

Let \(H^a,S^a\) be the sphere parts of (3), so that \(\int_aB(\boldsymbol\chi)=2\,{\rm Re}\,c^\dagger(H^a-\varepsilon S^a)i\mathbf Kc\). Inserting (10) in (9) cancels \(h_{\rm MT}\):

\[ \mathbf F_a^{\rm Pulay}+\mathbf F_a^{\rm surf}=-f\Big\{\int_a|\psi|^2\nabla V+2\,{\rm Re}\,c^\dagger(H^a-\varepsilon S^a)i\mathbf Kc-\oint_ah_{\rm I}\mathbf n\,dS\Big\}. \tag{11} \]

This form is exact at finite \(L\). The last integrand must be taken on the interstitial side; the sphere side would drop the surface term of (9).

**Cancellation term by term.** The Hellmann–Feynman terms add to \(f\int'|\psi|^2\nabla V\), since \(\sum_a\nabla v_a=\nabla V\). For the middle term of (11), write \(\sum_a(H^a-\varepsilon S^a)=(H-\varepsilon S)-(H^{\rm I}-\varepsilon S^{\rm I})\). The first part vanishes because \(c^\dagger(H-\varepsilon S)=0\). In I the basis functions are plane waves, so \(\boldsymbol\chi=\nabla\psi\) and the second part is \(-\int_{\rm I}B(\nabla\psi)\). The outward normal of I is \(-\mathbf n\) on the spheres, and opposite cell faces cancel by periodicity of \(h\), so

\[ -\int_{\rm I}B(\nabla\psi)=\sum_a\oint_ah_{\rm I}\mathbf n\,dS+\int_{\rm I}|\psi|^2\nabla V . \tag{12} \]

In the sum of (11) over \(a\) the surface integrals cancel and the volume integrals join to \(-f\int'|\psi|^2\nabla V\), which cancels the Hellmann–Feynman sum, in agreement with (6). A formula that keeps HF and Pulay in (9) and assumes \([h]=0\) computes \(\mathbf F_a-\mathbf F^{\rm surf}_a\). Its sum is \(-\sum_a\mathbf F_a^{\rm surf}\), the first equation of (1).

**Dependence of the valence drift on \(L\).** On sphere \(a\) expand the interstitial state as \(\psi_{\rm I}=\sum a_{lm}Y_{lm}\) and \(\partial_r\psi_{\rm I}=\sum a'_{lm}Y_{lm}\), with all \(l\). The Rayleigh expansion gives

\[ a_{lm}=4\pi i^l\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf K\cdot\mathbf R_a}Y^*_{lm}(\hat{\mathbf K})\,j_l(KR), \tag{13} \]

and \(a'_{lm}\) has \(Kj_l'(KR)\) in place of \(j_l(KR)\). Matching makes the sphere side the same two series cut at \(L\). Split \(h=h_0+V|\psi|^2\) with \(h_0=\tfrac12|\partial_r\psi|^2+|\nabla_{\!S}\psi|^2/2R^2-\varepsilon|\psi|^2\), where \(\nabla_{\!S}\) acts on the unit sphere, and take the \(z\) component, \(n_z=\cos\theta\). The recurrence of the associated Legendre functions reads

\[ \cos\theta\,Y_{lm}=C_{lm}Y_{l+1,m}+C_{l-1,m}Y_{l-1,m},\quad C_{lm}=\sqrt{\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}}, \tag{14} \]

so \(\oint\cos\theta|\psi|^2d\hat{\mathbf n}=\sum_{lm}2\,{\rm Re}\,C_{lm}a^*_{l+1,m}a_{lm}\), and likewise for the slope. For the tangential gradient use \(\nabla_{\!S}X\cdot\nabla_{\!S}Y=\tfrac12[\Delta_S(XY)-X\Delta_SY-Y\Delta_SX]\). The operator \(\Delta_S\) is self-adjoint, \(\Delta_S\cos\theta=-2\cos\theta\) and \(\Delta_SY_{lm}=-l(l+1)Y_{lm}\). A pair of shells \(l,l'\) therefore gives \(\tfrac12[-2+l(l+1)+l'(l'+1)]\) times \(\oint\cos\theta\,XY\), which by (14) requires \(|l-l'|=1\). For \(l'=l+1\) the factor is \(\tfrac12(2l^2+4l)=l(l+2)\). The interstitial side contains all pairs \((l,l+1)\) and the sphere side those with \(l+1\le L\). The jump is minus the remainder, and \(dS=R^2d\hat{\mathbf n}\):

\[ \oint[h_0]n_z\,dS=-R^2\sum_{l\ge L}\sum_m2\,{\rm Re}\,C_{lm}\Big\{\tfrac12a'^*_{l+1,m}a'_{lm}+\Big(\frac{l(l+2)}{2R^2}-\varepsilon\Big)a^*_{l+1,m}a_{lm}\Big\}. \tag{15} \]

The series begins with the product of the last kept shell and the first missing one. The potential part, with \(\delta=\psi_{\rm I}-\psi_{\rm MT}\) on the surface, is \(-\oint V\mathbf n\,(2\,{\rm Re}\,\psi_{\rm MT}^*\delta+|\delta|^2)\,dS\). The spherical part of \(V\) shifts \(\varepsilon\) in (15), and the non-spherical part couples \(\delta\) to lower shells as well. For a finite set of plane waves with bounded coefficients, \(|j_l(x)|\le x^l/(2l+1)!!\) makes \(a_{lm}\) fall faster than any exponential once \(l\) is well above \(K_{\max}R\). Both parts then vanish as \(L\to\infty\). For \(L\) below \(K_{\max}R\) the bound is not small, and the rate depends on the coefficients \(c_{\mathbf G}\).

**Core states.** A core shell with \(n_c\) electrons is solved radially in the spherical average \(\bar V_a(r)=(4\pi)^{-1}\oint V(\mathbf R_a+r\hat{\mathbf n})\,d\hat{\mathbf n}\), continued beyond \(R\), plus any spherical term tied to the atom. With radial function \(\chi_c\) normalized to \(\int\chi_c^2dr=1\), the density is \(\rho_c^a=n_c\chi_c^2/4\pi r^2\). The radial eigenvalue is stationary in \(\chi_c\), so \(d\varepsilon_c^a=\int\chi_c^2\,d\bar V_a\,dr\). The average depends on \(\mathbf R_b\) through \(V\) and, for \(b=a\), through its centre, so \(d\bar V_a/d\mathbf R_b\) is the angular average of \(\partial_bV+\delta_{ab}\nabla V\). Since \(n_c\chi_c^2\,dr\,d\hat{\mathbf n}/4\pi=\rho_c^a\,d^3r\),

\[ n_c\frac{d\varepsilon_c^a}{d\mathbf R_b}=-\int\rho_c^a\nabla v_b+\delta_{ab}\int\rho_c^a\nabla V . \tag{16} \]

Summing over \(a\) and changing sign gives the Hellmann–Feynman force of the core density and the core correction,

\[ \mathbf F_b=\int\sum_a\rho_c^a\nabla v_b-\int\rho_c^b\nabla V, \tag{17} \]

both over all space. The sum over \(b\) vanishes because \(\sum_b\nabla v_b=\nabla V\). If the tails stay in the density, and so in the first term, while the second is integrated over sphere \(b\) alone, the omitted piece is \(-\int_{r>R}\rho_c^b\nabla V\) and the drift is the second equation of (1). Because \(\rho_c^a\) is spherical it equals \(\sum_an_c\int_R^\infty\chi_c^2\langle\nabla V\rangle\,dr\), with \(\langle\nabla V\rangle\) the angular average at radius \(r\). Leaking charge therefore produces drift in proportion to the mean field it sits in.

The drift comes from the inconsistency and not from the tail as such. Define instead \(E'=\sum_an_c\int_0^R\chi_c^2\bar V_a\,dr\) with frozen \(\chi_c\). The steps leading to (17) hold with \(\rho_c^a\) cut at \(R\) in both terms, and the sum vanishes again. These forces are the gradient of a different energy.

For a fixed continuous potential, the exact forces have been shown to sum to zero term by term, and the drift has been traced to the omitted surface term and to a core correction cut at the sphere. What remains is the term-by-term treatment of the Kohn–Sham energy, the effect of inexact integration, and a worked numerical example.
